# What Tunnelling Data Determine in Isotropic Migdal–Eliashberg Theory at Zero Temperature

**Definitions and conventions**

The model is isotropic Migdal–Eliashberg theory at $T=0$ with a constant normal-state density of states. Energies are in meV. $\alpha^2F(\Omega)$ is the electron–phonon spectral function, $\Delta$ the gap function, $Z$ the renormalisation function and $\phi=Z\Delta$. An ideal normal-metal/insulator/superconductor junction measures $N(\omega)=\mathrm{Re}\,H(\omega)$ and the gap edge $\Delta_0=\Delta(\Delta_0)$, where

$$G(z)=\frac{\Delta}{s},\quad H(z)=\frac{z}{s},\quad s=\sqrt{z^2-\Delta^2(z)} .$$

$G$ and $H$ are causal Green functions, analytic for $\mathrm{Im}\,z>0$, with $s\to z$ at large $z$. On the imaginary axis $\Delta$ is real and $s=iR$, $R=\sqrt{\nu^2+\Delta^2}$, so $G(i\nu)=-ig$ and $H(i\nu)=h$ with $g=\Delta/R$, $h=\nu/R$. On the real axis $N\ge0$ selects $\mathrm{Re}\,s>0$ above the edge, and $s=i|s|$ below it. With

$$\lambda(z)=\int_0^\infty\frac{2\Omega\,\alpha^2F(\Omega)}{\Omega^2-z^2}\,d\Omega,\qquad \lambda\equiv\lambda(0),$$

the equations that define the model are

$$\phi(i\nu)=\tfrac12\int_{-\infty}^{\infty}\lambda(i\nu-i\nu')g(\nu')\,d\nu'-c,\qquad \nu Z=\nu+\tfrac12\int_{-\infty}^{\infty}\lambda(i\nu-i\nu')h(\nu')\,d\nu', \tag{1}$$

with $g$ even and $h$ odd. Only the Coulomb term is cut off, sharply at $|\nu'|=\omega_c$: $c=\mu^*S$, $S=\int_0^{\omega_c}g\,d\nu$. McMillan–Rowell inversion finds $\alpha^2F$ and $\mu^*$ from $N(\omega_k)$ and $\Delta_0$.

**Real-axis equations**

Put $i\nu\to z$ and multiply the second equation by $i$, so that $zZ=z+\tfrac i2\int\lambda(z-i\nu')h\,d\nu'$. Use $2\Omega/(\Omega^2-\zeta^2)=1/(\Omega-\zeta)+1/(\Omega+\zeta)$ with $\zeta=z-i\nu'$. The first term is $1/[i(\nu'-\nu_p)]$, with $\nu_p=\mathrm{Im}\,z+i(\Omega-\mathrm{Re}\,z)$. As $\mathrm{Re}\,z$ grows from 0 past $\Omega$, this pole crosses the real $\nu'$ axis downward. The pole of the second term has imaginary part $-(\Omega+\mathrm{Re}\,z)$ and never crosses. The continuation keeps the contour below $\nu_p$, which adds a counter-clockwise loop to the real line. Since $i\nu_p=z-\Omega$, the loop adds $\tfrac12\,2\pi i\,g(\nu_p)/i=i\pi G(z-\Omega)$ to $\phi$ (because $g=iG$) and $\tfrac i2\,2\pi i\,h(\nu_p)/i=i\pi H(z-\Omega)$ to $zZ$. Let $z\to\omega+i0$, fold negative $\nu'$ onto positive with $\lambda(\omega-i\nu')=\lambda(\omega+i\nu')^*$, and set $x=\omega-\Omega$. The even $g$ picks $\tfrac12(\lambda+\lambda^*)=\mathrm{Re}\,\lambda$, and the odd $h$ picks $\tfrac i2(\lambda^*-\lambda)=\mathrm{Im}\,\lambda$:

$$\phi(\omega)=\int_0^\infty\! g\,\mathrm{Re}\,\lambda(\omega+i\nu')\,d\nu'-c+i\pi\!\int_0^\omega\!\alpha^2F(\omega-x)G(x)\,dx,$$
$$\omega Z=\omega+\int_0^\infty\! h\,\mathrm{Im}\,\lambda(\omega+i\nu')\,d\nu'+i\pi\!\int_0^\omega\!\alpha^2F(\omega-x)H(x)\,dx. \tag{2}$$

The real-axis terms reach only to $x<\omega$, so no principal value is needed and the grid may end at the last data point. Below the edge $G$ and $H$ are imaginary, so $\Delta$ is real there. The explicit term of a phonon $\Omega$ contributes to $\mathrm{Im}\,\phi$ and $\mathrm{Im}\,Z$ only for $\omega>\Delta_0+\Omega$, the threshold for emitting it. Below that threshold the phonon changes the imaginary parts only indirectly, through the self-consistent $G$ and $H$ in the emission terms of lower phonons.

**What the data can determine**

*The cutoff.* $\mu^*$ and $\omega_c$ enter only through $c$. Two pairs with equal $c$ give the same $\Delta$, so

$$\frac1{\mu^*(\omega_c)}-\frac1{\mu^*(\omega_c')}=\frac{S(\omega_c)-S(\omega_c')}{c}=-\frac1c\int_{\omega_c}^{\omega_c'}g\,d\nu. \tag{3}$$

Writing $\Delta=\phi-\Delta(Z-1)$ in (1) gives

$$\Delta(i\nu)=-c+\tfrac12\int\lambda(i\nu-i\nu')\,[g(\nu')-\Delta(i\nu)h(\nu')/\nu]\,d\nu'. \tag{4}$$

The integral vanishes as $\nu\to\infty$, so $g\to-c/\nu$ and (3) tends to $\ln(\omega_c'/\omega_c)$ for cutoffs far above the phonons.

*Complete data.* For $f$ analytic above the axis and decaying, Cauchy's theorem gives $f(z)=\frac1{2\pi i}\int\frac{f\,dx}{x-z}$ and $0=\frac1{2\pi i}\int\frac{f\,dx}{x-z^*}$. Subtracting the conjugate of the second from the first yields $f(z)=\frac1{\pi i}\int\frac{\mathrm{Re}f}{x-z}dx$. Take $f=H-1$. It is real on the imaginary axis, so by reflection $\mathrm{Re}f$ is even, and $N$ on $\omega>0$ fixes $H(z)$ everywhere. From $H^2=z^2/(z^2-\Delta^2)$ follows $\Delta^2=z^2(1-H^{-2})$, and $\Delta_0>0$ fixes the overall sign. With $\Delta$ known, $g,h,G,H$ are known and $\phi-\Delta Z=0$ is affine in $(\alpha^2F,c)$. For $\alpha^2F=\sum_ba_bB_b$ it reads

$$\sum_bL_b(\omega)\,a_b-c=\Delta(\omega), \tag{5}$$

where $L_b$ is the phonon part of $\phi$ minus $\Delta(Z-1)$, both evaluated with $\alpha^2F=B_b$. Two solutions with the same $N$ differ by a null vector of $[L,-1]$, so for complete data global uniqueness within the basis is a rank condition. No proof is given here for arbitrary $\alpha^2F$.

*Windowed data.* The map $a\mapsto N(\omega_k)$ at fixed $\Delta_0$ is locally one-to-one if $J=\partial N/\partial a$ has full column rank. Global uniqueness can then only be probed.

If the Coulomb term is cut on the real axis, it is the constant $\mu^*_{\rm real}\int_{\Delta_0}^{\omega_c}\mathrm{Re}\,G\,dx$, and the same solution requires $\mu^*_{\rm real}=c/\int_{\Delta_0}^{\omega_c}\mathrm{Re}\,G\,dx$.

**Discretisation**

The basis functions are $B_b(\Omega)=e^{-(\Omega-\Omega_b)^2/2\sigma^2}-e^{-(\Omega+\Omega_b)^2/2\sigma^2}$. They are odd, so $\Omega\to-\Omega$ turns $\int_0^\infty B_b/(\Omega+z)$ into $\int_{-\infty}^0B_b/(\Omega-z)$, and $\lambda_b(z)=\int_{-\infty}^\infty B_b\,d\Omega/(\Omega-z)$. The Faddeeva function $W(\zeta)=\frac i\pi\int e^{-t^2}dt/(\zeta-t)$ gives $\int e^{-t^2}dt/(t-\zeta)=i\pi W(\zeta)$ for $\mathrm{Im}\,\zeta>0$, hence

$$\lambda_b(z)=i\pi\Big[W\Big(\frac{z-\Omega_b}{\sqrt2\sigma}\Big)-W\Big(\frac{z+\Omega_b}{\sqrt2\sigma}\Big)\Big].$$

With $W(-\zeta^*)=W(\zeta)^*$ and $\lambda$ even, $\lambda_b(iy)=2\pi\,\mathrm{Im}\,W[(\Omega_b+i|y|)/\sqrt2\sigma]$.

Integrals become Gauss–Legendre sums over nodes $\nu_j>0$ (weights $q_j$) and $x_l$ (weights $q'_l$), and the unknowns are $\Delta$ at the nodes. A panel boundary sits at $\omega_c$, and the last imaginary panel is mapped to infinity by $\nu\propto1/u$. The sparse nodes at large $\nu$ do not resolve the peak of $\lambda(i\nu-i\nu')$, but the bracket in (4) vanishes at $\nu'=\nu$, so the diagonal term drops out of the fixed point. Near the edge, $s^2=(x+\Delta)(x-\Delta)\approx2\Delta_0[1-\Delta'(\Delta_0)](x-\Delta_0)$. The substitution $x=\Delta_0\pm t^2$ has $|dx|=2t\,dt$, which cancels $1/s\propto1/t$.

The target points $p$ are the imaginary nodes, the real nodes, the edge and the data points. At each,

$$F_p=\sum_jA_{pj}g_j+\sum_lC_{pl}G_l-c-\Delta_pZ_p=0,\qquad Z_p=1+\sum_jB_{pj}h_j+\frac1{x_p}\sum_lC_{pl}H_l. \tag{6}$$

For imaginary targets, folding (1) gives $A=\tfrac12q_j(\lambda_-+\lambda_+)$, $B=\tfrac12q_j(\lambda_--\lambda_+)/\nu_p$, $C=0$, with $\lambda_\pm=\lambda(i\nu_p\pm i\nu_j)$. For real targets, (2) gives $A=q_j\mathrm{Re}\,\lambda(x_p+i\nu_j)$, $B=q_j\mathrm{Im}\,\lambda(x_p+i\nu_j)/x_p$, and $C=i\pi q'_l\,\alpha^2F(x_p-x_l)$ for $x_l<x_p$, zero otherwise. All are linear in $a$.

**The gap edge as the equation for $\mu^*$**

At the edge target $\Delta_p$ is the measured $\Delta_0$, so $F_p=0$ is solved for $c$: $c=\phi_{\rm ph}(\Delta_0)-\Delta_0Z(\Delta_0)$, with $\phi_{\rm ph}=\phi+c$. Every updated $\Delta=(\phi_{\rm ph}-c)/Z$ then passes through $(\Delta_0,\Delta_0)$, and linear mixing preserves this. The singularity stays where the grid expects it, and the kernels are built once. When the kernel is a constant $V$, pinning also removes the overall-amplitude mode. For $\Delta\ll\omega_c$ the unpinned map $\Delta\to V\Delta\ln(2\omega_c/\Delta)$ has slope $V\ln(2\omega_c/\Delta)-V=1-V$ at its fixed point, slow for small $V$, whereas the pinned map returns $\Delta_0$ in one sweep.

This is the joint Newton problem in $(a,\mu^*)$ with $\mu^*$ eliminated. If $e(a,\mu^*)$ is the edge mismatch, $\delta e=0$ gives $\delta\mu^*=-(\partial_ae\cdot\delta a)/\partial_{\mu^*}e$.

**Functional derivative**

With $\partial R/\partial\Delta=\Delta/R$ and $\partial s/\partial\Delta=-\Delta/s$,

$$\partial g=\frac1R-\frac{\Delta^2}{R^3}=\frac{\nu^2}{R^3},\quad\partial h=-\frac{\nu\Delta}{R^3},\quad\partial G=\frac1s+\frac{\Delta^2}{s^3}=\frac{x^2}{s^3},\quad\partial H=\frac{x\Delta}{s^3}.$$

Let $u=(\Delta_j,\Delta_l,c)$. Differentiating (6) at fixed $\Delta_p$ gives the columns $M_{pj}=A_{pj}\partial g_j-\Delta_pB_{pj}\partial h_j$, $M_{pl}=C_{pl}(\partial G_l-\Delta_p\partial H_l/x_p)$ and $M_{pc}=-1$. Rows that belong to nodes receive $-Z_p$ on the diagonal from the explicit factor $\Delta_p$; the edge row does not, since $\Delta_0$ is fixed. $L_{pb}=\partial F_p/\partial a_b$ is the matrix of (5). On the square block of node and edge rows, $M\,du+L\,da=0$, so $du/da=-M^{-1}L$. One complex solve suffices, because $F$ contains no complex conjugate of $\Delta_l$, and the rows for imaginary nodes, subgap nodes and the edge form a closed block with real coefficients, which returns real $d\Delta_j$ and $dc$. At a data point $0=M\,du+L\,da-Z_k\,d\Delta_k$, so

$$J_{kb}=\mathrm{Re}\Big[\frac{\omega_k\Delta_k}{s_k^3}\,\frac{(M\,du/da+L)_{kb}}{Z_k}\Big],\qquad\frac{\partial\mu^*}{\partial a_b}=\frac1S\frac{\partial c}{\partial a_b}-\frac c{S^2}\sum_{\nu_j<\omega_c}q_j\,\partial g_j\frac{\partial\Delta_j}{\partial a_b}.$$

**Step, convergence and noise**

With $r=N(a)-N_{\rm data}$, the step minimises $\|J\delta a+r\|^2+\gamma^2\|\delta a\|^2$ (Levenberg–Marquardt). Setting the gradient to zero gives $(J^TJ+\gamma^2)\delta a=-J^Tr$, so a direction with singular value $\tau$ is amplified by $\tau/(\tau^2+\gamma^2)$ in place of $1/\tau$. At $\gamma=0$, $\delta a=-J^+r$ with $J^+=(J^TJ)^{-1}J^T$. If $r(a_*)=0$ and $\varepsilon=a-a_*$, Taylor's theorem gives $r=J\varepsilon+O(\varepsilon^2)$, so the new error is $\varepsilon-J^+r=O(\varepsilon^2)/\tau_{\min}$, which is quadratic convergence. The argument needs zero residual and full rank. Independent noise of standard deviation $\epsilon$ gives, to first order, $\delta a=J^+\delta N$ and $\mathrm{Cov}(a)=\epsilon^2J^+J^{+T}=\epsilon^2(J^TJ)^{-1}$. A quantity with gradient $v$ has standard deviation $\epsilon\|v^TJ^+\|$, with $v_b=\lambda_b(0)$, $\partial\mu^*/\partial a_b$ or $B_b(\Omega)$.

```
build grids from d0; store A_b, B_b, C_b for each basis function b
forward(a, D):
  contract A, B, C with a
  repeat up to 400 times:
    g,h,G,H from D;  phi_ph, Z at all targets
    c = Re[phi_ph(d0) - d0 Z(d0)];  Dnew = (phi_ph - c)/Z
    keep Re only at imaginary and subgap nodes
    if Dnew not finite: fail
    if max|Dnew - D| < 1e-12: return Dnew, N, mu* = c/S
    D += 0.6 (Dnew - D)
  fail
invert(a):
  forward from D = d0; form J; gamma = 0.1 tau_max
  until rms(r) < target or the undamped step moves a2F by < 1e-7:
    da = least squares of [J; gamma I] da = [-r; 0]
    if forward(a+da) succeeds with lower rms:
       accept; gamma /= 3; new J
    else gamma *= 4
```

**Cost and stability**

For $n_b$ basis functions, $n_i$ imaginary nodes, $n_r$ real nodes and $P$ targets, the kernels take about $2n_bPn_i$ Faddeeva evaluations once. A sweep costs $O(P(n_i+n_r))$, and $J$ costs one factorisation of order $n_i+n_r+1$ with $n_b$ right-hand sides, against at least $n_b$ forward solves for finite differences. Mixing with $\beta$ maps a real eigenvalue $\kappa$ of the linearised sweep to $1-\beta+\beta\kappa$, of modulus below 1 for $1-2/\beta<\kappa<1$; $\beta=0.6$ admits $\kappa$ down to $-7/3$.

**Worked example**

The model has round parameters: odd-extended Gaussian peaks of height 1 at 5 meV (width 1.0 meV) and 10 meV (width 0.8 meV), $\mu^*=0.12$, $\omega_c=60$ meV. Quadrature gives $\lambda=1.4527$. Reference data come from fine grids (180 imaginary nodes, 334 real nodes up to 60 meV), with $\Delta_0$ found as the root of $c-\mu^*S$ by Brent's method: $\Delta_0=1.5575$ meV (18.07 K), $Z(\Delta_0)=2.369$, and $c/S=0.42271/3.52258=0.1200$. The real-axis equivalent is $\mu^*_{\rm real}=0.1180$. A cutoff of 150 meV needs $\mu^*=0.1336$, so (3) is $8.33-7.48=0.85$, against $\ln(150/60)=0.92$. The ratio 0.93 says that $\Delta(i\nu)$, averaged logarithmically over 60 to 150 meV, is $-0.93c$.

At $\omega-\Delta_0=3$ meV, $\omega=4.5575$ and $\Delta=2.0757+0.0782i$. Then $\Delta^2=4.302+0.325i$, $s^2=20.771-\Delta^2=16.469-0.325i$, $|s|^2=16.472$, $s=4.058-0.040i$, and $N=\omega\,\mathrm{Re}\,s/|s|^2=4.5575\times4.058/16.472=1.123$, against 1.064 for a constant gap $\Delta_0$. For $|\Delta|\ll\omega$, expanding the root gives $N\approx1+\mathrm{Re}\,\Delta^2/2\omega^2$, which is below 1 when $|\mathrm{Im}\,\Delta|>|\mathrm{Re}\,\Delta|$. Where the two are nearly equal the next term, $3\,\mathrm{Re}\,\Delta^4/8\omega^4$, decides: at 10 meV, $\Delta=2.616+2.590i$ gives $1+0.0005-0.0039=0.997$. At 12 meV, $\Delta=0.593+3.717i$ gives $1-13.47/(2\times183.8)=0.963$, and the full expression 0.965.

The inversion uses 88 equally spaced points with $\omega-\Delta_0$ from 1.5 to 16 meV, 25 basis functions with $\sigma=0.5$ meV centred from 2 to 14 meV, and 140 imaginary and 86 real nodes, so $P=140+86+1+88=315$. Errors in $\alpha^2F$ below are absolute maxima over 1 to 15 meV; the peak height is 1.

*Data inside the basis.* The least-squares projection $a_*$ of the model spectrum (error $5.9\times10^{-5}$, $\lambda=1.45256$) generates data on the working grids. The singular values of $J$ run from 0.468 to $1.14\times10^{-3}$, a ratio of about 410, so $a_*$ is locally unique. Most of this ratio is the overlap of neighbouring Gaussians: with the basis orthonormalised on 1 to 15 meV it is about 7. Undamped steps from $1.1a_*$, where the edge demands $\mu^*=0.174$, give rms residuals $2.9\times10^{-3}$, $1.2\times10^{-4}$, $2.1\times10^{-7}$, $1.6\times10^{-12}$. The first three give the order $\ln(2.1\times10^{-7}/1.2\times10^{-4})/\ln(1.2\times10^{-4}/2.9\times10^{-3})\approx2.0$; the last is at the level of the inner tolerance. Four starts were taken: $a_b=0.15$, $a_b=0.08$, $a_b=0.4e^{-(\Omega_b-8)^2/8}$, and $a_b$ uniformly random in $[0,0.3]$. Their $\lambda$ spans 0.86 to 1.71 and their $\mu^*$ spans $-0.076$ to 0.153. All reach $a_*$ in 7 or 8 passes of the loop (6 or 7 trial steps, since the last pass only tests for convergence), the largest errors being $5.1\times10^{-8}$ in $\alpha^2F$ and $3.1\times10^{-10}$ in $\mu^*$. Four starts cannot exclude a distant second solution.

*Reference data.* From $a_b=0.15$, 7 passes (6 trial steps) give rms $1.5\times10^{-6}$, $\lambda=1.45253$ (true 1.45268), $\mu^*=0.11998$ and error $5.1\times10^{-5}$, the same size as the projection error. Solving (5) by least squares on the real nodes, with the reference $\Delta$ inserted directly, gives $\lambda=1.45259$ and $\mu^*=0.12000$. The condition number 470 of $[L,-1]$ shows full rank, so complete data would fix this solution within this basis.

*Noise.* For $\epsilon=10^{-5}$ the formula gives standard deviations $1.0\times10^{-4}$ in $\lambda$, $2.7\times10^{-5}$ in $\mu^*$ and at most $2.5\times10^{-4}$ in $\alpha^2F$ (at 9 meV). Nonlinear inversion of 24 noisy data sets gives $1.2\times10^{-4}$ and $3.0\times10^{-5}$, with a sampling scatter of about 15 % of each value. Linear scaling to $\epsilon=10^{-3}$ would give 0.010, 0.0027 and 0.025, provided first order still holds. These figures assume an exact $\Delta_0$ and this basis resolution.

| $\Omega$ (meV) | true | full window | window to 7 meV | edge +1 % |
|---|---|---|---|---|
| 5 | 1.0000 | 1.0000 | 1.013 | 0.984 |
| 7 | 0.1362 | 0.1362 | 0.184 | 0.137 |
| 10 | 1.0000 | 1.0000 | 0.322 | 0.987 |
| 13 | 0.0009 | 0.0009 | 0.349 | −0.002 |

**Failure modes**

*Short window.* With the 34 points up to 7 meV, still more than the 25 unknowns, the smallest singular value drops to $3\times10^{-17}$, which is rounding level. Phonons above the window lie beyond the emission threshold: their explicit terms in (2) are real, and they leave no emission structure of their own in the window. That such smooth contributions make the singular values fall off exponentially is a conjecture. The flat start, stopped once the rms is below $10^{-5}$, reaches $5.0\times10^{-6}$ with the 10 meV peak spread into a plateau (error 0.68). $\lambda=1.466$ is 0.9 % above the true value and $\mu^*=0.128$ is 7 % above. This is loss of uniqueness at finite precision; it does not show that two spectra give strictly identical data.

*Wrong edge.* With $\Delta_0$ raised by 1 % to 1.5731 meV and the data unchanged, the former spectrum needs $\mu^*=0.1166$ and misses by rms $1.3\times10^{-3}$. A refit limited to 30 iterations lowers this only to $8.8\times10^{-4}$, about 600 times the residual with the correct edge, and gives $\lambda=1.445$, $\mu^*=0.1085$ (10 % below the true value) and error 0.034. Undamped steps converge to the same residual and the same $\lambda$, so these values belong to a local best fit in this basis. With this basis (no function centred below 2 meV), this window and this iteration limit, the refit did not absorb the wrong edge. A residual of this size would stand out in data much cleaner than $10^{-3}$, and noise of that order could mask it. The warning depends on the basis. With two further functions of width 0.25 meV at 1.0 and 1.5 meV, at and below the lower end of the window, the refit absorbs most of the wrong edge: the rms falls to $2.4\times10^{-5}$, with $\lambda=1.525$ (5 % high), $\mu^*\approx0.119$ and error 0.056. A small residual therefore does not certify $\Delta_0$ when low-frequency weight is free.

*Branch.* The rule $\mathrm{Im}\,s>0$ must not be used above the edge: at 3 meV it would flip $s=4.058-0.040i$ and make $N$ negative.

*Low-frequency weight.* The edge substitution needs $\Delta'(\Delta_0)<1$; a subgap node with $\Delta^2<x^2$ makes the forward solve fail and the step is rejected. $C$ has a kink at $x_l=x_p$ of slope $B_b'(0)=2(\Omega_b/\sigma^2)e^{-\Omega_b^2/2\sigma^2}$, small here because $\Omega_b\ge4\sigma$. For a spectrum with weight down to zero, fixed panels converge more slowly, and panels that end at $x_p$ avoid this loss of accuracy.

*Positivity and model error.* $\alpha^2F\ge0$ is not imposed, and negative values can come from noise, the finite basis, poorly determined directions or inconsistent input, as at 13 meV in the last column. Thermal smearing, gap anisotropy, an energy-dependent density of states and barrier or proximity effects lie outside (1). Data that contain them were not tested here; whatever the fit returns for such data is at best an effective spectrum.

Numerical values quoted here were computed with a short program.
